# Why the Bethe Logarithm Converges Slowly: Pseudostates as Gaussian Quadrature Nodes: a program that tests the result

```python
"""Hydrogen 1s: pseudostates as Gauss nodes, and the slow Bethe logarithm.

Result under test (Hartree atomic units):
  N Ritz states of Omega = H - E0 in the space r^2 exp(-r) * polynomials
  form the N-point Gauss rule in t = 1/omega for the oscillator strengths.
  Moments S(0)...S(1-2N) are exact, so the polarizability S(-2) is exact
  from N = 2, whereas L = sum f omega^2 ln(omega) has an error
  [S(2)-S_N(2)] * 2 ln N + O(1/N), with S(2)-S_N(2) ~ 24/(5N).
  The divergent S(3) shows as S_N(3) = (192/175) N - (16/3) ln N + O(1).
  A basis with exponents in geometric progression that also contains
  r exp(-r), i.e. Omega z|0>, has exact S(2) and bounds L from below.
Symbols: omega excitation energy, f oscillator strength,
  S(k) = sum f omega^k, Bethe logarithm ln k0 = L/S(2).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- the true spectrum: bound states and continuum ----------
def density(k):
    """df/d(omega) at photoelectron momentum k, omega = (1+k^2)/2."""
    return (256 / 3 * (1 + k * k) ** -4 * np.exp(-4 * np.arctan(k) / k)
            / -np.expm1(-2 * np.pi / k))


def continuum(g, k_low=0.0):
    def integrand(k):
        return density(k) * g((1 + k * k) / 2) * k
    split = max(1.0, k_low)
    total = quad(lambda u: integrand(1 / u) / u**2, 0, 1 / split,
                 limit=300, epsabs=1e-12, epsrel=1e-11)[0]
    if k_low < split:
        total += quad(integrand, k_low, split,
                      limit=300, epsabs=1e-12, epsrel=1e-11)[0]
    return total


level = np.arange(2, 20001, dtype=float)
omega_bound = 0.5 * (1 - 1 / level**2)
f_bound = np.exp(np.log(256 / 3) + 5 * np.log(level)
                 + (2 * level - 4) * np.log(level - 1)
                 - (2 * level + 4) * np.log(level + 1))


def spectrum_sum(g):
    return np.sum(f_bound * g(omega_bound)) + continuum(g)


def log_term(w):
    return w**2 * np.log(w)


# closed continuum density against a direct Coulomb-wave radial integral
for k_test in (0.7, 1.5):
    radial = mp.quad(lambda r: mp.coulombf(1, -1 / k_test, k_test * r)
                     * 2 * r**2 * mp.exp(-r), [0, 2, 5, 10, 20, 40])
    radial = float(mp.re(radial)) * np.sqrt(2 / (np.pi * k_test))
    direct = 2 / 3 * (1 + k_test**2) / 2 * radial**2
    assert abs(direct / density(k_test) - 1) < 1e-7

exact_moment = {-2: 4.5, -1: 2.0, 0: 1.0, 1: 2 / 3, 2: 4 / 3}
for power, value in exact_moment.items():
    assert abs(spectrum_sum(lambda w: w**float(power)) - value) < 1e-7
S1, S2 = exact_moment[1], exact_moment[2]
L_exact = spectrum_sum(log_term)
bethe_exact = L_exact / S2

tail_coefficient = 8 * np.sqrt(2) / (3 * np.pi)
k_big = 1e4
tail_numeric = density(k_big) * ((1 + k_big**2) / 2) ** 3.5
assert abs(tail_numeric / tail_coefficient - 1) < 1e-3


# ---------- pseudostates in orthonormal Laguerre functions ----------
def omega_matrix(size):
    n = np.arange(size, dtype=float)
    h = (n + 1) * (n + 2) * (n + 3) * (n + 4)
    low = np.minimum.outer(n, n)
    h_low, h_high = np.minimum.outer(h, h), np.maximum.outer(h, h)
    return np.sqrt(h_low / h_high) * (4 * low + 5) / 10


def pseudostates(size):
    matrix = omega_matrix(size)
    w, vectors = eigh(matrix)
    velocity = vectors.T @ matrix[:, 0]   # omega_i <i|z|0>
    return w, 2 * velocity**2 / w


# matrix elements from the differential operator, exact integration
r = sp.symbols("r", positive=True)


def integrate_poly(expression):
    """Integral of polynomial(r) exp(-2r) from 0 to infinity."""
    poly = sp.Poly(sp.expand(expression), r)
    return sum(c * sp.factorial(m[0]) / sp.Integer(2) ** (m[0] + 1)
               for m, c in poly.terms())


shapes = [r**2 * sp.assoc_laguerre(n, 4, 2 * r) for n in range(4)]
norms = [integrate_poly(p * p) for p in shapes]
for i, p in enumerate(shapes):
    for j, s in enumerate(shapes):
        second = sp.diff(s, r, 2) - 2 * sp.diff(s, r) + s
        acted = -second / 2 + s / r**2 - s / r + s / 2
        element = integrate_poly(p * acted) / sp.sqrt(norms[i] * norms[j])
        assert abs(float(element) - omega_matrix(4)[i, j]) < 1e-12

# Gauss property: N = 3 reproduces six true moments and misses the next
w3, f3 = pseudostates(3)
for power in range(0, -6, -1):
    true = spectrum_sum(lambda w: w**float(power))
    assert abs(np.sum(f3 * w3**float(power)) / true - 1) < 1e-7
true_next = spectrum_sum(lambda w: w**-6.0)
miss_next = 1 - np.sum(f3 * w3**-6.0) / true_next
assert miss_next > 1e-6

# dynamic polarizability at imaginary frequency 1: geometric convergence
alpha_iu = spectrum_sum(lambda w: 1 / (w**2 + 1))
dynamic_error = {}
for size in (2, 4, 8):
    w, f = pseudostates(size)
    dynamic_error[size] = abs(np.sum(f / (w**2 + 1)) - alpha_iu)
assert dynamic_error[4] < 0.1 * dynamic_error[2]
assert dynamic_error[8] < 1e-5


# ---------- convergence laws ----------
def deficit_S1(n):
    return 4 / ((n + 1) * (n + 2) * (n + 3))


def deficit_S2(n):
    return 0.4 * (12 * n**2 + 33 * n + 20) / ((n + 1) * (n + 2) * (n + 3))


def finite_S3(size):
    """S_N(3) as a finite sum over the Laguerre index m < N."""
    m = np.arange(size, dtype=float)
    h = (m + 1) * (m + 2) * (m + 3) * (m + 4)
    cubic = (size + 1.0) * (size + 2.0) * (size + 3.0)
    amplitude = 2 * (m + 1) * (m + 2) - h * (4 * m + 5) / (5 * cubic)
    return np.sum(amplitude**2 / h) / 3


S3_slope = 192 / 175
rows, offset, S3_rest = [], {}, {}
for size in (2, 10, 18, 40, 160, 640, 1280):
    w, f = pseudostates(size)
    s1, s2, s3 = (np.sum(f * w**p) for p in (1, 2, 3))
    big_l = np.sum(f * log_term(w))
    assert abs(np.sum(f / w**2) - 4.5) < 1e-7
    assert abs(S1 - s1 - deficit_S1(size)) < 1e-8
    assert abs(S2 - s2 - deficit_S2(size)) < 1e-6
    assert abs(s3 / finite_S3(size) - 1) < 1e-6
    offset[size] = (L_exact - big_l) / (S2 - s2) - 2 * np.log(size)
    S3_rest[size] = s3 - S3_slope * size + 16 / 3 * np.log(size)
    rows.append((size, s2, s3, big_l / S2, big_l / s2, w[-1]))
growth = rows[-1][2] / rows[-1][0]
growth_far = finite_S3(10**6) / 10**6
assert abs(growth_far / S3_slope - 1) < 1e-3
assert abs(S3_rest[1280] - S3_rest[640]) < 0.1
# finite-N corrections of order ln N / N are allowed for; one unit too much
# or too little in the coefficient of ln N would give a drift of 0.69
assert abs(offset[1280] - offset[640]) < 0.05

# bounds on the resolvent sum that carry the proof of the ln N / N law
w10, f10 = pseudostates(10)
for q in (0.5, 10.0, 1000.0):
    gap = (spectrum_sum(lambda w: w**2 / (w + q))
           - np.sum(f10 * w10**2 / (w10 + q)))
    assert -1e-8 < gap < deficit_S1(10) + 1e-8

needed = brentq(lambda n: deficit_S2(n) / S2
                * (2 * np.log(n) + offset[1280]) - 1e-3, 1e3, 1e8)


# ---------- causal test: remove the high-energy tail ----------
def gauss_rule(nodes, weights, size):
    """Gauss rule of a discrete measure by reorthogonalized Lanczos."""
    basis = [np.sqrt(weights / weights.sum())]
    diagonal, off = [], []
    for step in range(size):
        new = nodes * basis[-1]
        diagonal.append(basis[-1] @ new)
        stack = np.array(basis)
        for _ in range(2):
            new = new - stack.T @ (stack @ new)
        if step < size - 1:
            off.append(np.linalg.norm(new))
            basis.append(new / off[-1])
    t, u = eigh_tridiagonal(np.array(diagonal), np.array(off))
    return t, weights.sum() * u[0] ** 2


w_ref, f_ref = pseudostates(400)
t12, _ = gauss_rule(1 / w_ref, f_ref, 12)
w12, _ = pseudostates(12)
assert np.allclose(np.sort(1 / t12), w12, rtol=1e-7)


def relative_log_error(w, f, size):
    t, g = gauss_rule(1 / w, f, size)
    return abs(np.sum(g * log_term(1 / t)) / np.sum(f * log_term(w)) - 1)


f_damped = f_ref * np.exp(-w_ref / 10)
keep = w_ref < 10
damped = {n: relative_log_error(w_ref, f_damped, n) for n in (20, 40)}
cut = {n: relative_log_error(w_ref[keep], f_ref[keep], n)
       for n in (10, 20)}
full = {}
for size in (20, 40):
    w, f = pseudostates(size)
    full[size] = 1 - np.sum(f * log_term(w)) / L_exact
assert full[40] > 0.05 and full[20] / full[40] < 2
assert damped[40] < 1e-2 and damped[20] / damped[40] > 8
assert cut[20] < 1e-4 and cut[20] < 0.05 * cut[10]


# ---------- cure: exponents in geometric progression ----------
def geometric_basis(steps_per_octave, with_velocity):
    """Functions r^2 exp(-lam r), lam = 1/4 ... 2^15; optionally r exp(-r).

    Returns number of functions, S(-2), S(2) and L of the Ritz states.
    """
    with mp.workdps(50):
        steps = range(-2 * steps_per_octave, 15 * steps_per_octave + 1)
        functions = [(2, mp.mpf(2) ** (mp.mpf(j) / steps_per_octave))
                     for j in steps]
        dipole = 2 * steps_per_octave      # position of exponent 1: z|0>
        if with_velocity:
            functions.append((1, mp.mpf(1)))
        size = len(functions)
        overlap, energy = mp.matrix(size, size), mp.matrix(size, size)
        for i, (p, a) in enumerate(functions):
            for j, (s, b) in enumerate(functions):
                low, mid, top = (mp.factorial(n) / (a + b) ** (n + 1)
                                 for n in (p + s - 2, p + s - 1, p + s))
                norm = mp.sqrt(mp.factorial(2 * p) / (2 * a) ** (2 * p + 1)
                               * mp.factorial(2 * s)
                               / (2 * b) ** (2 * s + 1))
                kinetic = (p * s * low - (p * b + s * a) * mid
                           + a * b * top) / 2
                overlap[i, j] = top / norm
                energy[i, j] = (kinetic + low - mid + top / 2) / norm
        inverse = mp.inverse(mp.cholesky(overlap))
        reduced = inverse * energy * inverse.T
        w, vectors = mp.eigsy((reduced + reduced.T) / 2)
        column = mp.matrix([energy[i, dipole] for i in range(size)])
        velocity = vectors.T * (inverse * column)
        pairs = [(w[i], 2 * velocity[i] ** 2 / w[i]) for i in range(size)]
        return (size,
                float(mp.fsum(f / x**2 for x, f in pairs)),
                float(mp.fsum(f * x**2 for x, f in pairs)),
                float(mp.fsum(f * x**2 * mp.log(x) for x, f in pairs)))


geometric = {
    "ratio 2, without r exp(-r)": geometric_basis(1, False),
    "ratio 2, with r exp(-r)": geometric_basis(1, True),
    "ratio sqrt(2), with r exp(-r)": geometric_basis(2, True),
}
coarse = geometric["ratio 2, with r exp(-r)"]
fine = geometric["ratio sqrt(2), with r exp(-r)"]
for result in (coarse, fine):
    assert abs(result[2] - S2) < 1e-10
error_coarse = bethe_exact - coarse[3] / S2
error_fine = bethe_exact - fine[3] / S2
assert 0 < error_fine < error_coarse     # lower bound, better when enlarged
assert error_fine < 1e-2

# ---------- printed numbers ----------
k100 = np.sqrt(199.0)
share_alpha = continuum(lambda w: w**-2.0, k100) / 4.5
share_S2 = continuum(lambda w: w**2.0, k100) / S2
share_L = continuum(log_term, k100) / L_exact
print("Hydrogen 1s, Hartree atomic units")
print(f"L from true spectrum = {L_exact:.7f} a.u.")
print(f"ln k0 (k0 in hartree) = {bethe_exact:.7f}")
print(f"ln k0 (k0 in rydberg) = {bethe_exact + np.log(2):.7f}")
print(f"k0 = {np.exp(bethe_exact):.4f} hartree"
      f" = {np.exp(bethe_exact) * HARTREE_EV:.2f} eV")
print(f"tail coefficient of df/domega = {tail_coefficient:.5f} a.u.")
print(f"share above 100 hartree: alpha {share_alpha:.2e}")
print(f"share above 100 hartree: S(2) {share_S2:.4f}, L {share_L:.4f}")
for w, f in zip(w3, f3):
    print(f"N=3 node: omega = {w:.6f} hartree, f = {f:.6f}")
print(f"N=3: alpha = {np.sum(f3 / w3**2):.6f} a.u.")
print(f"N=3: relative miss of S(-6) = {miss_next:.3e}")
print(f"alpha(i*1 hartree) = {alpha_iu:.7f} a.u.")
for size, err in dynamic_error.items():
    print(f"N={size}: error of alpha(i*1 hartree) = {err:.2e} a.u.")
print("N, S_N(2), S_N(3), L_N/S(2), L_N/S_N(2), top omega (hartree)")
for row in rows:
    print("%5d %.6f %.4f %.5f %.5f %.4g" % row)
print(f"S_N(3)/N: {growth:.5f} at N=1280, {growth_far:.5f} at N=1000000,"
      f" limit {S3_slope:.5f}")
for size in (640, 1280):
    print(f"N={size}: S_N(3) - (192/175)N + (16/3)ln N"
          f" = {S3_rest[size]:.4f}")
for size in (160, 640, 1280):
    print(f"N={size}: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = {offset[size]:.4f}")
print(f"extrapolated N for error 0.001 in L_N/S(2) = {needed:.2e}")
for size in (20, 40):
    print(f"n={size}: relative error of L, full spectrum {full[size]:.4f},"
          f" damped {damped[size]:.2e}")
for size in (10, 20):
    print(f"n={size}: relative error of L, cut at 10 hartree {cut[size]:.2e}")
print("geometric bases, exponents 1/4 to 2^15 per bohr:")
for label, (size, alpha, second_moment, big_l) in geometric.items():
    print(f"{label}: {size} functions, alpha = {alpha:.6f} a.u.")
    print(f"   S(2) = {second_moment:.6f} a.u., L/S(2) exact"
          f" = {big_l / S2:.6f}, error {bethe_exact - big_l / S2:.2e}")
print("every check passed")
```

Running it gives:

```
Hydrogen 1s, Hartree atomic units
L from true spectrum = 3.0546418 a.u.
ln k0 (k0 in hartree) = 2.2909814
ln k0 (k0 in rydberg) = 2.9841286
k0 = 9.8846 hartree = 268.97 eV
tail coefficient of df/domega = 1.20042 a.u.
share above 100 hartree: alpha 4.89e-11
share above 100 hartree: S(2) 0.1619, L 0.4745
N=3 node: omega = 0.381091 hartree, f = 0.506672
N=3 node: omega = 0.616576 hartree, f = 0.368005
N=3 node: omega = 1.702333 hartree, f = 0.125323
N=3: alpha = 4.500000 a.u.
N=3: relative miss of S(-6) = 4.537e-04
alpha(i*1 hartree) = 0.7424408 a.u.
N=2: error of alpha(i*1 hartree) = 1.06e-03 a.u.
N=4: error of alpha(i*1 hartree) = 4.09e-05 a.u.
N=8: error of alpha(i*1 hartree) = 4.20e-08 a.u.
N, S_N(2), S_N(3), L_N/S(2), L_N/S_N(2), top omega (hartree)
    2 0.440000 0.3760 -0.07330 -0.22213 1
   10 0.972028 4.9220 0.74589 1.02315 12.19
   18 1.107669 11.3508 1.15341 1.38840 36.08
   40 1.222375 31.8406 1.60827 1.75426 167.2
  160 1.303931 156.5143 2.05055 2.09679 2570
  640 1.325871 675.8565 2.21455 2.22701 4.071e+04
 1280 1.329593 1374.3493 2.24879 2.25512 1.626e+05
S_N(3)/N: 1.07371 at N=1280, 1.09708 at N=1000000, limit 1.09714
N=640: S_N(3) - (192/175)N + (16/3)ln N = 8.1463
N=1280: S_N(3) - (192/175)N + (16/3)ln N = 8.1643
N=160: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7526
N=640: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7338
N=1280: (L-L_N)/(S(2)-S_N(2)) - 2 ln N = 0.7307
extrapolated N for error 0.001 in L_N/S(2) = 8.43e+04
n=20: relative error of L, full spectrum 0.4668, damped 4.59e-03
n=40: relative error of L, full spectrum 0.2980, damped 2.01e-05
n=10: relative error of L, cut at 10 hartree 1.75e-02
n=20: relative error of L, cut at 10 hartree 7.27e-06
geometric bases, exponents 1/4 to 2^15 per bohr:
ratio 2, without r exp(-r): 18 functions, alpha = 4.480729 a.u.
   S(2) = 1.496275 a.u., L/S(2) exact = 4.548400, error -2.26e+00
ratio 2, with r exp(-r): 19 functions, alpha = 4.497280 a.u.
   S(2) = 1.333333 a.u., L/S(2) exact = 2.290446, error 5.36e-04
ratio sqrt(2), with r exp(-r): 36 functions, alpha = 4.499998 a.u.
   S(2) = 1.333333 a.u., L/S(2) exact = 2.290748, error 2.33e-04
every check passed
```
